# Blount's Formulas for Position Matrix Elements Between Wannier Functions: verification in Python

```python
"""Blount's formulas for Wannier matrix elements of r and r^2.

Result under test, with <...> over one cell and avg = mean over the zone:
  <R n| r |0 m>   =  i avg[ exp(ik.R) <u_nk| grad_k u_mk> ]
  <R n| r^2 |0 m> = -  avg[ exp(ik.R) <u_nk| laplacian_k u_mk> ]
  symmetric form of the second:
     avg[ exp(ik.R) <grad_k u_nk|.|grad_k u_mk> ] + R.<R n| r |0 m>
u_nk: cell-periodic part of the Bloch function psi_nk = exp(ik.r) u_nk,
R: lattice vector, n, m: bands, W: Wannier function of the home cell.
The k side uses finite differences of plane-wave coefficients; the other
side is direct quadrature of Wannier functions in real space.
Units: length a, energy hbar^2/(m a^2).
"""
import numpy as np


def make_model(lattice, potential, cutoff, trials):
    """potential: Fourier coefficients; conjugate partners are added."""
    A = np.array(lattice, float)
    d = len(A)
    B = 2 * np.pi * np.linalg.inv(A).T
    axes = [np.arange(-cutoff, cutoff + 1)] * d
    idx = np.stack(np.meshgrid(*axes, indexing="ij"), -1).reshape(-1, d)
    diff = idx[:, None] - idx[None]
    V = np.zeros((len(idx), len(idx)), complex)
    for m, value in potential.items():
        V += value * np.all(diff == np.array(m), axis=-1)
        V += np.conj(value) * np.all(diff == -np.array(m), axis=-1)
    return dict(A=A, B=B, G=idx @ B, V=V, trials=trials, d=d,
                volume=abs(np.linalg.det(A)))


def bloch(model, k, phase=None):
    """Energies, coefficients in the projection gauge, trial overlaps.
    An optional extra phase acts on the first band only."""
    q = k[:, None, :] + model["G"][None]
    kinetic = 0.5 * np.sum(q**2, axis=-1)
    H = model["V"][None] + np.eye(q.shape[1]) * kinetic[:, :, None]
    E, C = np.linalg.eigh(H)
    coeffs, overlaps = [], []
    for n, trial in enumerate(model["trials"]):
        t = trial(q)
        s = np.sum(np.conj(t) * C[:, :, n], 1) / np.linalg.norm(t, axis=1)
        coeffs.append(C[:, :, n] * np.conj(s / abs(s))[:, None])
        overlaps.append(abs(s))
    c = np.stack(coeffs, axis=1)
    if phase is not None:
        c[:, 0] *= np.exp(1j * phase(k))[:, None]
    return E, c, np.array(overlaps)


def k_derivatives(model, k, phase=None, h=0.01):
    """Fourth-order differences: c, gradient list, Laplacian."""
    c = bloch(model, k, phase)[1]
    grad, lap = [], np.zeros_like(c)
    for axis in range(model["d"]):
        e = np.zeros(model["d"])
        e[axis] = h
        m2, m1, p1, p2 = [bloch(model, k + s * e, phase)[1]
                          for s in (-2, -1, 1, 2)]
        grad.append((m2 - 8 * m1 + 8 * p1 - p2) / (12 * h))
        lap += (-m2 + 16 * m1 - 30 * c + 16 * p1 - p2) / (12 * h**2)
    return c, grad, lap


def k_formulas(k, w, c, grad, lap, R):
    """First moment, second moment, and its symmetric form, all bands."""
    f = (w * np.exp(1j * (k @ R)))[:, None, None]

    def average(left, right):
        return np.einsum("kng,kmg->nm", f * np.conj(left), right)
    X = np.array([1j * average(c, g) for g in grad])
    Q = -average(c, lap)
    S = sum(average(g, g) for g in grad) + np.tensordot(R, X, 1)
    return X, Q, S


def wannier(model, k, w, c, cells, ntau, R):
    """Values on a real-space grid of avg[exp(ik.(r-R)) u_k(r)]."""
    d, A = model["d"], model["A"]
    axes = [np.arange(ntau) / ntau] * d
    tau = np.stack(np.meshgrid(*axes, indexing="ij"), -1).reshape(-1, d) @ A
    u = c @ np.exp(1j * (tau @ model["G"].T)).T / np.sqrt(model["volume"])
    psi = u * np.exp(1j * (k @ tau.T))[:, None, :]
    origin = cells @ A
    rows = np.exp(1j * ((origin - R) @ k.T)) * w
    W = np.tensordot(rows, psi, 1).transpose(1, 0, 2)
    r = (origin[:, None] + tau[None]).reshape(-1, d)
    return r, W.reshape(c.shape[1], -1), model["volume"] / len(tau)


def real_space(model, k, w, c, cells, ntau, R):
    """Direct quadrature of overlap, first and second moments."""
    r, W0, dv = wannier(model, k, w, c, cells, ntau, 0 * R)
    WR = np.conj(wannier(model, k, w, c, cells, ntau, R)[1])
    X = np.array([(WR * r[:, i]) @ W0.T * dv for i in range(model["d"])])
    Q = (WR * np.sum(r**2, axis=1)) @ W0.T * dv
    return WR @ W0.T * dv, X, Q


def uniform_mesh(model, N):
    d = model["d"]
    axes = [np.arange(N) - N // 2] * d
    cells = np.stack(np.meshgrid(*axes, indexing="ij"), -1).reshape(-1, d)
    return (cells / N) @ model["B"], np.full(N**d, 1.0 / N**d), cells


# ---------------- one dimension, two isolated bands ----------------
v1, v2, centre, width, N1 = 20.0, 8.0, 0.08, 0.20, 60


def s_trial(q):
    x = q[..., 0]
    return np.exp(-1j * x * centre - 0.5 * (x * width)**2)


def p_trial(q):
    return 1j * q[..., 0] * s_trial(q)


chain = make_model([[1.0]], {(1,): -v1 / 2, (2,): 1j * v2 / 2}, 10,
                   [s_trial, p_trial])
k, w, cells = uniform_mesh(chain, N1)
E, c_check, overlap = bloch(chain, k)
gap12 = np.min(E[:, 1]) - np.max(E[:, 0])
gap23 = np.min(E[:, 2]) - np.max(E[:, 1])
assert gap12 > 0 and gap23 > 0 and overlap.min() > 0.5
print("1D model; lengths in a, energies in hbar^2/(m a^2)")
print(f"v1 = {v1:.1f}, v2 = {v2:.1f} (energy); k points = {N1}")
print(f"trial centre = {centre:.2f} a, trial width = {width:.2f} a")
print(f"gap bands 1-2 = {gap12:.4f}, gap bands 2-3 = {gap23:.4f} (energy)")
print(f"smallest trial overlap: band 1 {overlap[0].min():.4f}, "
      f"band 2 {overlap[1].min():.4f} (pure number)")

# periodic gauge: coefficients at opposite zone faces are relabelled copies
left = bloch(chain, np.array([[-np.pi]]))[1][0]
right = bloch(chain, np.array([[np.pi]]))[1][0]
mismatch = np.max(abs(right[:, :-1] - left[:, 1:]))
assert mismatch < 1e-8
print(f"zone-face mismatch of psi coefficients = {mismatch:.1e}")

c, grad, lap = k_derivatives(chain, k)
zero = np.zeros(1)
x, W, dx = wannier(chain, k, w, c, cells, 32, zero)
xW = wannier(chain, k, w, 1j * grad[0], cells, 32, zero)[1]
x2W = wannier(chain, k, w, -lap, cells, 32, zero)[1]
err1 = np.max(abs(x[:, 0] * W - xW))
err2 = np.max(abs(x[:, 0]**2 * W - x2W))
assert err1 < 1e-6 and err2 < 1e-6
print(f"pointwise error of x W = {err1:.1e} a^(1/2), "
      f"of x^2 W = {err2:.1e} a^(3/2)")

print("R/a n m | x: k-formula, direct (a) | x^2: k-formula, direct (a^2)")
worst = 0.0
for cell in (0, 1, 2):
    R = np.array([float(cell)])
    X, Q, S = k_formulas(k, w, c, grad, lap, R)
    O, Xd, Qd = real_space(chain, k, w, c, cells, 32, R)
    assert np.max(abs(O - (cell == 0) * np.eye(2))) < 1e-9
    worst = max(worst, np.max(abs(X - Xd)), np.max(abs(Q - Qd)),
                np.max(abs(S - Qd)))
    if cell == 0:
        X0, Q0 = X[0].real, Q.real
    for n, m in ((0, 0), (1, 1), (0, 1), (1, 0)):
        print(f"{cell} {n+1} {m+1} | {X[0, n, m].real:.6f} "
              f"{Xd[0, n, m].real:.6f} | {Q[n, m].real:.6f} "
              f"{Qd[n, m].real:.6f}")
assert worst < 1e-6
print(f"largest deviation, incl. symmetric form = {worst:.1e} (a or a^2)")
for n in (0, 1):
    print(f"band {n+1}: spread <x^2>-<x>^2 = "
          f"{Q0[n, n] - X0[n, n]**2:.6f} a^2")

# ---------------- smooth periodic gauge change of band 1 ----------------
strength = 0.3


def smooth_phase(kk):
    return strength * np.cos(kk[:, 0])


cg, gg, lg = k_derivatives(chain, k, smooth_phase)
for cell in (0, 1):
    R = np.array([float(cell)])
    X, Q, S = k_formulas(k, w, cg, gg, lg, R)
    _, Xd, Qd = real_space(chain, k, w, cg, cells, 32, R)
    assert max(np.max(abs(X - Xd)), np.max(abs(Q - Qd)),
               np.max(abs(S - Qd))) < 1e-6
    if cell == 0:
        centre_change = X[0, 0, 0].real - X0[0, 0]
        square_change = Q[0, 0].real - Q0[0, 0]
    else:
        print(f"phase {strength} cos(ka): <1 1|x|0 1> = "
              f"{X[0, 0, 0].real:.6f} {X[0, 0, 0].imag:+.6f}i a")
assert abs(centre_change) < 1e-7
assert abs(square_change - strength**2 / 2) < 1e-6
print(f"  change of <x> = {abs(centre_change):.1e} a, "
      f"of <x^2> = {square_change:.6f} a^2")

# ---------------- non-periodic gauge: second moment diverges ----------------
alpha = 0.3
nodes, weights = np.polynomial.legendre.leggauss(240)
kn, wn = np.pi * nodes[:, None], weights / 2


def broken_phase(kk):
    return -alpha * kk[:, 0]


cb, gb, lb = k_derivatives(chain, kn, broken_phase)
finite_value = k_formulas(kn, wn, cb, gb, lb, zero)[1][0, 0].real
windowed = []
for L in (20, 40):
    window = np.arange(-L, L)[:, None]
    xb, Wb, dxb = wannier(chain, kn, wn, cb, window, 32, zero)
    windowed.append(np.sum(xb[:, 0]**2 * abs(Wb[0])**2) * dxb)
growth = windowed[1] - windowed[0]
predicted = 2 * (40 - 20) * np.sin(np.pi * alpha)**2 / np.pi**2
# tail law is asymptotic: corrections of relative order 1/L remain
assert abs(growth / predicted - 1) < 0.02
print(f"non-periodic phase, alpha = {alpha}: k-formula x^2 = "
      f"{finite_value:.6f} a^2")
print(f"  direct x^2 within |x|<20a: {windowed[0]:.4f}, "
      f"|x|<40a: {windowed[1]:.4f} a^2")
print(f"  growth = {growth:.4f}, tail law = {predicted:.4f} a^2")

# ---------------- continuous gauge with kinks at k = 0 and pi ----------------
beta = 0.5
nodes, weights = np.polynomial.legendre.leggauss(200)
R = np.array([1.0])
all_k, all_w, all_c = [], [], []
pointwise = symmetric = 0
for sign in (-1, 1):
    kh = sign * np.pi * (nodes[:, None] + 1) / 2
    wh = weights / 4

    def branch_phase(kk, sign=sign):
        return sign * beta * kk[:, 0]
    ch, gh, lh = k_derivatives(chain, kh, branch_phase)
    _, Q, S = k_formulas(kh, wh, ch, gh, lh, R)
    pointwise += Q[0, 0]
    symmetric += S[0, 0]
    all_k.append(kh)
    all_w.append(wh)
    all_c.append(ch)
window = np.arange(-100, 100)[:, None]
direct = real_space(chain, np.concatenate(all_k), np.concatenate(all_w),
                    np.concatenate(all_c), window, 32, R)[2][0, 0]
missing = -1j * beta / np.pi * (1 - np.exp(1j * np.pi * R[0]))
# the algebraic tail outside the finite window limits the agreement
assert abs(direct - symmetric) < 3e-3
assert abs(direct - pointwise - missing) < 3e-3
assert abs(direct - pointwise) > 0.1
print(f"kinked phase, beta = {beta}: <1 1|x^2|0 1> in a^2")
for label, value in (("direct, |x|<100a", direct),
                     ("symmetric form", symmetric),
                     ("pointwise Laplacian", pointwise),
                     ("predicted missing term", missing)):
    print(f"  {label}: {value.real:.5f} {value.imag:+.5f}i")

# ---------------- oblique two-dimensional lattice, lowest band ----------------
u1, u2, N2 = 14.0, 6.0, 14


def round_trial(q):
    return np.exp(-0.5 * width**2 * np.sum(q**2, axis=-1))


sheet = make_model([[1.0, 0.0], [0.3, 1.0]],
                   {(1, 0): -u1 / 2, (0, 1): -u1 / 2, (1, 1): 1j * u2 / 2},
                   4, [round_trial])
k, w, cells = uniform_mesh(sheet, N2)
E, _, overlap = bloch(sheet, k)
gap = np.min(E[:, 1]) - np.max(E[:, 0])
assert gap > 0 and overlap.min() > 0.5
c, grad, lap = k_derivatives(sheet, k)
print("2D lattice a1 = (1, 0) a, a2 = (0.3, 1) a")
print(f"u1 = {u1:.1f}, u2 = {u2:.1f}, gap = {gap:.4f} (energy); "
      f"mesh {N2} x {N2}")
worst = 0.0
for name, R in (("0", np.zeros(2)), ("a1", sheet["A"][0]),
                ("a2", sheet["A"][1])):
    X, Q, S = k_formulas(k, w, c, grad, lap, R)
    _, Xd, Qd = real_space(sheet, k, w, c, cells, 12, R)
    worst = max(worst, np.max(abs(X - Xd)), np.max(abs(Q - Qd)),
                np.max(abs(S - Qd)))
    print(f"R={name}: k-formula x, y = {X[0, 0, 0].real:.6f}, "
          f"{X[1, 0, 0].real:.6f} a; r^2 = {Q[0, 0].real:.6f} a^2")
    print(f"  direct x, y = {Xd[0, 0, 0].real:.6f}, "
          f"{Xd[1, 0, 0].real:.6f} a; r^2 = {Qd[0, 0].real:.6f} a^2")
# finite supercell and plane-wave cutoff limit the agreement in 2D
assert worst < 1e-5
print(f"largest 2D deviation = {worst:.1e} (a or a^2)")
print("verified")
```

It prints:

```
1D model; lengths in a, energies in hbar^2/(m a^2)
v1 = 20.0, v2 = 8.0 (energy); k points = 60
trial centre = 0.08 a, trial width = 0.20 a
gap bands 1-2 = 19.1698, gap bands 2-3 = 9.2866 (energy)
smallest trial overlap: band 1 0.9830, band 2 0.6877 (pure number)
zone-face mismatch of psi coefficients = 6.7e-14
pointwise error of x W = 9.5e-09 a^(1/2), of x^2 W = 2.0e-08 a^(3/2)
R/a n m | x: k-formula, direct (a) | x^2: k-formula, direct (a^2)
0 1 1 | 0.031469 0.031469 | 0.023127 0.023127
0 2 2 | -0.141381 -0.141381 | 0.178267 0.178267
0 1 2 | -0.140606 -0.140606 | 0.000798 0.000798
0 2 1 | -0.140606 -0.140606 | 0.000798 0.000798
1 1 1 | 0.004531 0.004531 | 0.000169 0.000169
1 2 2 | -0.151688 -0.151688 | -0.025056 -0.025056
1 1 2 | 0.027102 0.027102 | 0.038710 0.038710
1 2 1 | 0.008571 0.008571 | 0.021147 0.021147
2 1 1 | -0.000221 -0.000221 | 0.000009 0.000009
2 2 2 | -0.070744 -0.070744 | -0.046859 -0.046859
2 1 2 | 0.000479 0.000479 | 0.004163 0.004163
2 2 1 | -0.001503 -0.001503 | 0.002446 0.002446
largest deviation, incl. symmetric form = 2.7e-09 (a or a^2)
band 1: spread <x^2>-<x>^2 = 0.022137 a^2
band 2: spread <x^2>-<x>^2 = 0.158279 a^2
phase 0.3 cos(ka): <1 1|x|0 1> = 0.004531 +0.150000i a
  change of <x> = 2.8e-12 a, of <x^2> = 0.045000 a^2
non-periodic phase, alpha = 0.3: k-formula x^2 = 0.132009 a^2
  direct x^2 within |x|<20a: 2.6834, |x|<40a: 5.3379 a^2
  growth = 2.6545, tail law = 2.6526 a^2
kinked phase, beta = 0.5: <1 1|x^2|0 1> in a^2
  direct, |x|<100a: 0.00017 -0.33844i
  symmetric form: 0.00017 -0.33844i
  pointwise Laplacian: 0.00017 -0.02013i
  predicted missing term: -0.00000 -0.31831i
2D lattice a1 = (1, 0) a, a2 = (0.3, 1) a
u1 = 14.0, u2 = 6.0, gap = 12.1212 (energy); mesh 14 x 14
R=0: k-formula x, y = 0.056981, 0.042555 a; r^2 = 0.064434 a^2
  direct x, y = 0.056981, 0.042555 a; r^2 = 0.064434 a^2
R=a1: k-formula x, y = -0.008624, -0.002297 a; r^2 = -0.020559 a^2
  direct x, y = -0.008624, -0.002297 a; r^2 = -0.020559 a^2
R=a2: k-formula x, y = -0.003949, -0.006360 a; r^2 = -0.018236 a^2
  direct x, y = -0.003949, -0.006360 a; r^2 = -0.018236 a^2
largest 2D deviation = 8.8e-10 (a or a^2)
verified
```
